# Why a dual-gated graphene junction shows six photovoltage sign regions

**Question.** A graphene channel carries two gates, so that the carrier densities on the two sides of a junction can be set independently. Light falls on the junction, and the open-circuit photovoltage is mapped against the two gate voltages. Why can this map show six regions of alternating sign, when the step in chemical potential at the junction reverses only once?

**Answer.** Light heats the carriers at the junction, and the two sides act as the legs of a thermocouple. The voltage depends on the difference of their Seebeck coefficients. Each coefficient first grows and then falls as carriers are added, so two different densities can have the same coefficient. This gives a second set of zeros besides the line of equal densities.

## Heating sets the size, not the sign

Let the junction be at $x=0$, region 1 on the left and region 2 on the right. Each arm has length $L$ and width $W$ and ends at a contact held at $T_0$. Carrier-carrier scattering is taken to be fast enough to define a carrier temperature $T(x)$, while heat passes to the lattice more slowly. For small heating,

$$\kappa_i\frac{d^2T}{dx^2}=\frac{\kappa_i}{\xi^2}(T-T_0),$$

where $\kappa_i$ is the electronic sheet thermal conductance of arm $i$ and $\xi$ is the cooling length, assumed equal in both arms. The solution that equals $T_0+\Delta T$ at the junction and $T_0$ at the contacts is

$$T-T_0=\Delta T\,\frac{\sinh[(L-|x|)/\xi]}{\sinh(L/\xi)}.$$

Its slope at the junction makes heat flow into arm $i$ at the rate $W(\kappa_i/\xi)\coth(L/\xi)\,\Delta T$. If the power $P$ is absorbed in a narrow line at the junction, the two flows add up to $P$:

$$\Delta T=\frac{P}{W\,\dfrac{\kappa_1+\kappa_2}{\xi}\coth(L/\xi)}>0 .$$

The gates change $\Delta T$ through $\kappa_i$, but they cannot reverse it.

## From heating to voltage

Take $e>0$, and measure the chemical potential $\mu$ from the Dirac point, positive for electron doping. A voltmeter reads $\varphi=-\tilde\mu/e$, where $\tilde\mu$ is the electrochemical potential. In local equilibrium, carriers at energy $\varepsilon$ are driven by the gradient of $\tilde\mu$ and by $(\varepsilon-\mu)/T$ times the gradient of $T$. With $\sigma(\varepsilon)$ the conductivity contributed at energy $\varepsilon$ and $f$ the Fermi function, the charge current per unit width is

$$j=-K_0\frac{d\varphi}{dx}+\frac{K_1}{eT}\frac{dT}{dx},\qquad
K_j=\int(\varepsilon-\mu)^j\,\sigma(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

At open circuit $j=0$, so

$$\frac{d\varphi}{dx}=-S\frac{dT}{dx},\qquad S=-\frac{K_1}{eTK_0}.$$

Define $V$ as the potential of the right contact minus that of the left. The temperature rises by $\Delta T$ across region 1 and falls by $\Delta T$ across region 2. For a sharp junction and small heating,

$$V=-\left[S_1\Delta T+S_2(-\Delta T)\right]=(S_2-S_1)\Delta T .$$

The sign of $V$ is therefore the sign of $S_2-S_1$.

## Why the Seebeck coefficient turns over

Write $y=\varepsilon-\mu$. If $\sigma$ varies slowly over the thermal energy $kT$, then $\sigma(\varepsilon)\approx\sigma(\mu)+y\,\sigma'(\mu)$. The weight $-\partial f/\partial\varepsilon$ is even in $y$, has unit area, and gives $y^2$ the mean value $\pi^2k^2T^2/3$. Hence $K_0\approx\sigma$ and $K_1\approx\sigma'\pi^2k^2T^2/3$, which gives the Mott formula

$$S\approx-\frac{\pi^2k^2T}{3e}\,\frac{1}{\sigma}\frac{d\sigma}{d\mu}.$$

What matters is the relative slope of the conductivity. At neutrality the slope is zero, because electron and hole contributions cancel. Far from neutrality $\sigma$ grows as a power of $\mu$, and its relative slope falls as $1/\mu$. An extremum must lie between.

A simple model with a minimum conductivity is $\sigma(\varepsilon)=\sigma_0(1+\varepsilon^2/\Delta^2)$. Here the thermal integrals can be done without the Mott approximation. Inserting $\varepsilon^2=\mu^2+2\mu y+y^2$ and dropping odd powers of $y$ gives

$$K_0=\frac{\sigma_0}{\Delta^2}\left(\Delta^2+\mu^2+\frac{\pi^2k^2T^2}{3}\right),\qquad
K_1=\frac{\sigma_0}{\Delta^2}\,2\mu\,\frac{\pi^2k^2T^2}{3}.$$

Their ratio is

$$S=-A\,\frac{2\mu}{\mu^2+\Delta_T^2},\qquad A=\frac{\pi^2k^2T}{3e},\qquad \Delta_T^2=\Delta^2+\frac{\pi^2k^2T^2}{3}.$$

Temperature widens the curve but keeps its shape. Since

$$\frac{d}{d\mu}\frac{\mu}{\mu^2+\Delta_T^2}=\frac{\Delta_T^2-\mu^2}{(\mu^2+\Delta_T^2)^2},$$

the extrema lie at $\mu=\pm\Delta_T$, where $|S|=A/\Delta_T$. For $kT\ll\Delta$, $\Delta_T$ tends to $\Delta$ and the Mott result is recovered.

## Two zero conditions, six regions

Let both regions have the same $\Delta_T$. Over a common denominator,

$$S_2-S_1=-2A\,\frac{\mu_2(\mu_1^2+\Delta_T^2)-\mu_1(\mu_2^2+\Delta_T^2)}{(\mu_1^2+\Delta_T^2)(\mu_2^2+\Delta_T^2)}.$$

The numerator is $\mu_1\mu_2(\mu_1-\mu_2)+\Delta_T^2(\mu_2-\mu_1)$, so

$$V=-2A\,\Delta T\,\frac{(\mu_2-\mu_1)(\Delta_T^2-\mu_1\mu_2)}{(\mu_1^2+\Delta_T^2)(\mu_2^2+\Delta_T^2)}.$$

The voltage vanishes on the diagonal $\mu_1=\mu_2$ and on the hyperbola $\mu_1\mu_2=\Delta_T^2$. The hyperbola has one branch where both sides are n-type and one where both are p-type. These branches divide the plane into three strips, and the diagonal cuts each strip in two. That makes six regions. Crossing either curve away from an intersection reverses one factor and hence the sign of $V$.

The count does not need this particular $\sigma(\varepsilon)$. Suppose $S$ is continuous and odd, varies strictly monotonically from zero to one extremum on each side, and then returns strictly monotonically towards zero. Each nonzero $\mu$ other than an extremum then has one distinct partner with the same $S$. The partner moves towards neutrality as $\mu$ moves away, so the pairs form one branch in each same-sign quadrant, as the hyperbola does.

## Transfer to the gate voltages

Let the back gate act on both regions and the top gate on region 2 alone. With voltages measured from neutrality and capacitances $C_b$ and $C_t$ per area,

$$en_1=C_bV_b,\qquad en_2=C_bV_b+C_tV_t,$$

where $n_i$ is the electron density minus the hole density. Since $n$ increases steadily with $\mu$ and this voltage map is invertible, the pattern is stretched and skewed but no region is created or lost. The diagonal becomes $V_t=0$.

With $V_b$ fixed, a sufficiently wide sweep of $V_t$ normally crosses two zeros. If region 1 is neutral, the second zero has moved to infinite density and one reversal remains. If region 1 sits at its Seebeck extremum, the two zeros merge, and $V$ touches zero without changing sign.

## Numbers for a model device

Take $T_0=300$ K, $\Delta=60$ meV, $\sigma_0=0.2$ mS and Dirac velocity $10^6$ m/s. The dielectrics have relative permittivity 4 and thicknesses of 300 nm (back) and 30 nm (top), so $C_t/C_b=10$. The arms are 5 µm long and 5 µm wide, $\xi=1$ µm, and 0.5 µW is absorbed.

With $kT=25.85$ meV,

$$\Delta_T=\sqrt{60^2+\pi^2(25.85)^2/3}\ \text{meV}=76.15\ \text{meV},$$

and the largest $|S|$ is 96 µV/K. The n-side intersection of the zero curves lies at $V_b=7.84$ V, $V_t=0$.

Now hold $V_b=+30$ V, which gives $\mu_1=167.0$ meV and $S_1=-72.66$ µV/K. The partner is $\mu_2=76.15^2/167.0=34.7$ meV, reached at $V_t=-2.73$ V. The other reversal is at $V_t=0$. One setting in each of the three intervals gives:

| $V_t$ (V) | $\mu_2$ (meV) | $S_2$ (µV/K) | $\Delta T$ (K) | $V$ (µV) |
|---|---|---|---|---|
| −6 | −167.0 | +72.66 | 3.671 | +534 |
| −2 | +89.0 | −95.09 | 5.000 | −112 |
| +4 | +260.8 | −51.79 | 2.313 | +48 |

In the first row, $V=(72.66+72.66)\times3.671=534$ µV, or 0.534 mV. In the second, both sides are n-type, but region 2 is nearer its extremum and has the more negative $S$: $(-95.09+72.66)\times5.000=-112$ µV. In the third, region 2 is far past the extremum and $|S_2|<|S_1|$, so the sign returns. Reversing both gate voltages reverses $\mu_1$, $\mu_2$ and $V$, which supplies the other three regions. The heating changes by about a factor of two between rows because $\kappa_2$ grows with density and, with $\xi$ held fixed, the heat loss to the lattice grows in proportion. It stays positive throughout.

## When the pattern changes

**Short gate range.** If both $|\mu_i|$ stay below $\Delta_T$, the factor $\Delta_T^2-\mu_1\mu_2$ is positive throughout and two regions remain.

**Unequal sides.** If the extrema of $S_1$ and $S_2$ differ in height, $S_2-S_1$ is not zero where both are extremal. The zero curves then avoid each other, and two regions of equal sign join in each same-sign quadrant. For widths in the ratio 1.5, a numerical count finds four connected regions, although a large loop around the origin still meets six sign changes.

**Drift in the built-in field.** In equilibrium the junction field is $-(1/e)\,d\mu/dx$. If light adds a local conductivity $\delta\sigma$ much smaller than $\sigma$, and diffusion of the added carriers is neglected, zero total current requires

$$V_{\rm drift}=-\frac1e\int_{\mu_1}^{\mu_2}\frac{\delta\sigma}{\sigma}\,d\mu .$$

For $\delta\sigma/\sigma$ a positive function of $\mu$, this has the sign of $\mu_1-\mu_2$ and gives two regions. In the middle strip, which contains all p–n settings, it agrees in sign with the thermoelectric voltage; in the outer strips it is opposite. The sign at a p–n junction therefore cannot separate the mechanisms, whereas the outer strips can under this condition. If $\delta\sigma$ changes sign with $\mu$, drift can produce extra reversals too. One such example gave four regions, and $\delta\sigma/\sigma\propto(\Delta_T^2-\mu^2)/(\Delta_T^2+\mu^2)^2$, whose integral is $\mu/(\mu^2+\Delta_T^2)$, gives the same six regions with the same signs as the thermoelectric voltage. The count of six therefore points to the thermoelectric mechanism only if $\delta\sigma$ keeps one sign.

## Comparison with real devices

Sixfold patterns are observed in dual-gated graphene junctions. The parameters here are round values for graphene on an oxide: the implied mobility, about 4700 cm²/Vs, is roughly typical. The cooling length of 1 µm is at the long end: with the model's thermal diffusivity of about 500 cm²/s at $\mu_1$ it implies a cooling time near 20 ps, whereas a cooling time of 1–4 ps would give $\xi\approx0.2$–$0.5$ µm. For $L\gg\xi$, $\Delta T$ and $V$ fall in proportion to $\xi$, while the zero lines do not move. Absorbing all the light in a line at the junction is an idealization; a wide spot puts part of the heat elsewhere and lowers $V$. Real devices also break the assumption of identical sides, which can reduce six connected regions to four, as above. Other corrections are modest here. Quantum capacitance moves the reversal from $V_t=0$ to 0.17 V at $V_b=30$ V and leaves six regions. A smooth junction with a 50 nm tanh profile in $\mu$ changes $V$ by at most 3.4% (3.5% for a tanh profile in density) of its sharp-junction value at the six settings if the temperature profile is held fixed. The thermal conductance also drops where a p–n junction passes through neutrality, which raises the local heating. With this included and the light still absorbed in a line, the voltage at the two p–n settings grows by roughly 8–12% for a tanh profile in $\mu$ and 6–9% for one in density, depending on how heat loss to the lattice is modelled there. For a Gaussian spot of 0.25 µm standard deviation, the growth over a sharp junction under the same spot is below 5%. A rough drift estimate, with 1.5 eV photons, a 50 nm path for each carrier and the conductivity of the doped arms, gives about 4 µV at the first setting, under 1% of $V$ there. Where the p–n junction passes through neutrality the model conductivity is about six times lower than in the arms, so the true share could reach a few percent. Close to a zero line even such a small addition matters, and it can shift the line. The six settings are listed in full in the numerical output.

## Computed values

```
Temperature 300 K; Delta 60 meV; sigma0 0.2 mS; velocity 1.0e+06 m/s
Dielectrics: relative permittivity 4.0, back 300 nm, top 30 nm
Cooling length 1.0 um; arm length 5.0 um; width 5.0 um; absorbed power 0.50 uW
Thermal energy kT: 25.85 meV
Model mobility sigma0/(e n_Delta): 4720 cm2/Vs
Density per back-gate volt: 7.368e+10 cm^-2/V
Capacitance ratio top/back: 10.00
Seebeck extremum at |mu| = Delta_T: 76.15 meV
Largest |S|: 96.25 uV/K
Density at extremum: 5.774e+11 cm^-2
Back-gate voltage at nodal crossing: 7.84 V
Cut at Vb = 30 V: mu1 167.01 meV, partner mu2 34.72 meV
Reversals on this cut: Vt = -2.726 V and Vt = 0.000 V
Six settings: Vb, Vt (V); mu1, mu2 (meV); S1, S2 (uV/K); dT (K); V (uV)
  +30, -6; +167.0, -167.0; -72.66, +72.66; 3.671; +533.51
  +30, -2; +167.0, +89.0; -72.66, -95.09; 5.000; -112.15
  +30, +4; +167.0, +260.8; -72.66, -51.79; 2.313; +48.26
  -30, +6; -167.0, +167.0; +72.66, -72.66; 3.671; -533.51
  -30, +2; -167.0, -89.0; +72.66, +95.09; 5.000; +112.15
  -30, -4; -167.0, -260.8; +72.66, +51.79; 2.313; -48.26
Domains: model S 6, other single-peaked S 6
Domains if gates stop at 0.95 of the extremum: 2
Unequal widths (ratio 1.5): domains 4, sign changes on large loop 6
Equal widths: sign changes on large loop 6
Built-in field, positive photoconductivity: domains 2
Built-in field, sign-changing photoconductivity example: domains 4
Gate window: Vb +/-40 V, Vt +/-8 V
Domains in gate plane: 6; with quantum capacitance: 6
Heating mesh shift, 500 to 1000 cells per arm: 9.4e-06 (relative)
Mott relative error, second conductivity: 1.36e-02 at 100 K, 3.16e-03 at 50 K
Quantum capacitance moves the equal-mu reversal at Vb = 30 V to Vt = 0.167 V
Quantum capacitance moves the back-gate crossing to 7.91 V
Largest change of V, tanh junction scale 50 nm: 3.39 %
Largest change of V from finite heating: 0.56 %
Thermal conductance / Wiedemann-Franz value at first setting: 0.993
Direct drift estimate (1.5 eV photons, 50 nm path): 3.56 uV, or 0.67 % of V
Largest gate fields: back 1.33 MV/cm, top 2.67 MV/cm
Top-gate tunnelling exponent (3 eV barrier, 0.4 electron masses): 84.2
```
